# Overlap repulsion of filled orbitals and short copper–copper contacts: a numerical check

```python
"""
Result under test: two equivalent filled orbitals A and B, four electrons,
have the energy, relative to 4*alpha,
    Delta = 4*S*(alpha*S - beta)/(1 - S**2),
alpha = <A|h|A>, beta = <A|h|B>, S = <A|B>, h = one-electron Hamiltonian.
It is repulsive when S*(alpha*S - beta) > 0.
A bridged pair can have a short equilibrium distance despite this repulsion.
Model energies are in eV and distances in nm, except in the reduced-unit
one-dimensional double well (hbar = mass = 1).
All example parameters are round, rough model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar


def pair_formula(alpha, beta, S):
    return 4 * S * (alpha * S - beta) / (1 - S**2)


def pair_diagonalized(alpha, beta, S):
    levels = eigh([[alpha, beta], [beta, alpha]],
                  [[1, S], [S, 1]], eigvals_only=True)
    return 2 * levels.sum() - 4 * alpha


# General algebra, energy-zero invariance and the role of overlap
rng = np.random.default_rng(4)
for _ in range(100):
    a, b = rng.uniform(-15, 5, 2)
    s = rng.uniform(-0.8, 0.8)
    direct = pair_diagonalized(a, b, s)
    assert abs(direct - pair_formula(a, b, s)) < 1e-9
    shifted = pair_diagonalized(a + 7, b + 7 * s, s)
    assert abs(direct - shifted) < 1e-9
    assert abs(pair_diagonalized(a, b, 0.0)) < 1e-10

# Microscopic test: two wells -sech(x)^2, each with orbital sech(x)/sqrt(2)
well_distance = 4.0
step = 0.01
x = np.arange(-20, 24 + step / 2, step)
orb_a = 1 / np.cosh(x) / np.sqrt(2)
orb_b = 1 / np.cosh(x - well_distance) / np.sqrt(2)
potential = -1 / np.cosh(x)**2 - 1 / np.cosh(x - well_distance)**2


def apply_h(f):
    padded = np.pad(f, 1)
    second = (padded[2:] - 2 * f + padded[:-2]) / step**2
    return -second / 2 + potential * f


basis, _ = np.linalg.qr(np.column_stack([orb_a, orb_b]))
grid_trace = sum(basis[:, j] @ apply_h(basis[:, j]) for j in range(2))
grid_alpha = step * orb_a @ apply_h(orb_a)
grid_delta = 2 * grid_trace - 4 * grid_alpha


def well_integral(function):
    return quad(function, -25, 29, points=[0, well_distance],
                epsabs=1e-12, limit=200)[0]


well_S = well_integral(
    lambda y: 0.5 / np.cosh(y) / np.cosh(y - well_distance))
neighbour_field = well_integral(
    lambda y: -0.5 / np.cosh(y)**2 / np.cosh(y - well_distance)**2)
cross_field = well_integral(
    lambda y: -0.5 / np.cosh(y) / np.cosh(y - well_distance)**3)
own_field = well_integral(
    lambda y: -0.5 / np.cosh(y - well_distance)**4)
free_level = -0.5
well_alpha = free_level + neighbour_field
well_beta = free_level * well_S + cross_field
well_coupling = well_beta - well_alpha * well_S
mulliken_coupling = well_S * (own_field - neighbour_field) / 2
well_delta = pair_formula(well_alpha, well_beta, well_S)
# The tolerance covers the second-order finite-difference error.
assert abs(grid_delta - well_delta) < 2e-5
assert well_coupling < 0 and grid_delta > 0
assert 0.5 < mulliken_coupling / well_coupling < 2

# Worked model in the rough regime of a bridged copper(I) dimer
alpha = -12.0
K = 1.75
R0 = 0.24
S0 = 0.05
decay = 0.04
spring = 500.0
bridge_R = 0.24
metal_R = 0.26
kappa = (K - 1) * abs(alpha)
beta0 = K * alpha * S0


def overlap(R):
    return S0 * np.exp(-(R - R0) / decay)


def repulsion_direct(R):
    S = overlap(R)
    return pair_diagonalized(alpha, K * alpha * S, S)


def force_formula(R):
    S = overlap(R)
    return 8 * kappa * S**2 / (decay * (1 - S**2)**2)


levels, coeff = eigh([[alpha, beta0], [beta0, alpha]],
                     [[1, S0], [S0, 1]])
delta0 = repulsion_direct(R0)
assert abs(delta0 - 4 * kappa * S0**2 / (1 - S0**2)) < 1e-10
drop, rise = alpha - levels[0], levels[1] - alpha
assert abs(drop - (alpha * S0 - beta0) / (1 + S0)) < 1e-10
assert abs(rise - (alpha * S0 - beta0) / (1 - S0)) < 1e-10
assert rise > drop
density = 2 * coeff @ coeff.T
population = 2 * density[0, 1] * S0
assert abs(population + 4 * S0**2 / (1 - S0**2)) < 1e-10
weak_beta = -0.5
weak_delta = pair_diagonalized(alpha, weak_beta, S0)
assert weak_beta > alpha * S0 and weak_delta < 0

dR = 1e-5
for R in (0.22, 0.24, 0.27):
    slope = (repulsion_direct(R + dR) - repulsion_direct(R - dR)) / (2 * dR)
    assert abs(-slope / force_formula(R) - 1) < 1e-5


def bridged_energy(R, preferred, sign):
    return spring * (R - preferred)**2 / 2 + sign * repulsion_direct(R)


def find_minimum(energy):
    return minimize_scalar(energy, bounds=(0.23, 0.30), method="bounded",
                           options={"xatol": 1e-9}).x


R_eq = find_minimum(lambda R: bridged_energy(R, bridge_R, 1))
R_balance = brentq(
    lambda R: spring * (R - bridge_R) - force_formula(R), 0.23, 0.30)
assert abs(R_eq - R_balance) < 1e-6
delta_eq = repulsion_direct(R_eq)
force_eq = force_formula(R_eq)
strain_eq = spring * (R_eq - bridge_R)**2 / 2
assert R_eq < metal_R and delta_eq > 0

# An attractive interaction of equal size can give the same distance.
twin_bridge_R = R_eq + force_eq / spring
twin_R = find_minimum(lambda R: bridged_energy(R, twin_bridge_R, -1))
assert abs(twin_R - R_eq) < 1e-6

# Neglected empty s orbitals: explicit four-orbital diagonalization
alpha_s = -6.0
S_ss = 0.40
S_ds = 0.08
site_energy = np.array([alpha, alpha, alpha_s, alpha_s])


def four_orbital_delta(ds_overlap):
    O = np.array([[1, S0, 0, ds_overlap],
                  [S0, 1, ds_overlap, 0],
                  [0, ds_overlap, 1, S_ss],
                  [ds_overlap, 0, S_ss, 1]])
    H = K * O * (site_energy[:, None] + site_energy[None, :]) / 2
    np.fill_diagonal(H, site_energy)
    return 2 * eigh(H, O, eigvals_only=True)[:2].sum() - 4 * alpha


with_s = four_orbital_delta(S_ds)
mixing = with_s - delta0
H_ds = K * S_ds * (alpha + alpha_s) / 2
mixing_second_order = 0.0
for parity in (1, -1):
    E_d = (alpha + parity * beta0) / (1 + parity * S0)
    E_s = alpha_s * (1 + parity * K * S_ss) / (1 + parity * S_ss)
    norm = (1 + parity * S0) * (1 + parity * S_ss)
    mixing_second_order -= 2 * (H_ds - E_d * S_ds)**2 / norm / (E_s - E_d)
# The tolerance covers terms beyond second order.
assert abs(mixing_second_order / mixing - 1) < 0.05
critical_S_ds = brentq(four_orbital_delta, 0.0, 0.20)
assert four_orbital_delta(0.95 * critical_S_ds) > 0
assert four_orbital_delta(1.05 * critical_S_ds) < 0

# Other neglected terms, all with rough inputs
S_pi, S_delta = 0.03, 0.005
other_d = sum(2 * pair_diagonalized(alpha, K * alpha * s, s)
              for s in (S_pi, S_delta))
polarizability = 0.001
london_energy = 12.0
dispersion = -0.75 * london_energy * polarizability**2 / R0**6
charge = 0.5
coulomb_constant = const.e / (4 * np.pi * const.epsilon_0) * 1e9
coulomb = coulomb_constant * charge**2 / R0
coulomb_R = find_minimum(
    lambda R: bridged_energy(R, bridge_R, 1)
    + coulomb_constant * charge**2 / R)

temperature = 400.0
thermal_energy = const.k * temperature / const.e
R_grid = np.linspace(0.19, 0.32, 2601)
U_grid = np.array([bridged_energy(R, bridge_R, 1) for R in R_grid])
weight = np.exp(-(U_grid - U_grid.min()) / thermal_energy)
weight /= weight.sum()
mean_R = weight @ R_grid
spread_R = np.sqrt(weight @ (R_grid - mean_R)**2)
h = 1e-4
curvature = (bridged_energy(R_eq + h, bridge_R, 1)
             - 2 * bridged_energy(R_eq, bridge_R, 1)
             + bridged_energy(R_eq - h, bridge_R, 1)) / h**2
copper_mass = 63.5
reduced_mass = copper_mass * const.atomic_mass / 2
frequency = np.sqrt(curvature * const.e * 1e18 / reduced_mass)
quantum = const.hbar * frequency / const.e


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("Double well, reduced units")
show("well separation", well_distance, digits=1)
show("overlap", well_S)
show("beta - alpha S", well_coupling, digits=5)
show("Mulliken estimate of it", mulliken_coupling, digits=5)
show("Delta from formula", well_delta, digits=5)
show("Delta from grid trace", grid_delta, digits=5)
show("separate shift 4(alpha - free level)", 4 * neighbour_field, digits=5)
print("Bridged pair, rough model inputs")
show("alpha", alpha, "eV", 1)
show("K", K, digits=2)
show("reference distance R0", R0, "nm", 2)
show("S at R0", S0, digits=2)
show("overlap decay length", decay, "nm", 2)
show("bridge spring constant", spring, "eV/nm^2", 0)
show("bridge preferred distance", bridge_R, "nm", 2)
show("copper metal neighbour distance, rough", metal_R, "nm", 2)
print("Bridged pair, results")
show("beta at R0", beta0, "eV")
show("kappa", kappa, "eV", 2)
show("lower level", levels[0], "eV")
show("upper level", levels[1], "eV")
show("drop of lower level", drop, "eV")
show("rise of upper level", rise, "eV")
show("Delta at R0", delta0, "eV")
show("overlap population at R0", population, digits=5)
show("Delta at R0 if beta = -0.5 eV", weak_delta, "eV")
show("outward force at R0", force_formula(R0), "eV/nm", 3)
show("equilibrium distance", R_eq, "nm", 5)
show("S at equilibrium", overlap(R_eq), digits=5)
show("Delta at equilibrium", delta_eq, "eV")
show("outward force at equilibrium", force_eq, "eV/nm", 3)
show("bridge strain energy", strain_eq, "eV")
show("attractive twin: bridge distance", twin_bridge_R, "nm", 5)
show("attractive twin: equilibrium", twin_R, "nm", 5)
print("Neglected effects, at R0 unless stated")
print(f"s inputs: alpha_s {alpha_s:.1f} eV, S_ss {S_ss:.2f}, S_ds {S_ds:.2f}")
show("d-s mixing energy", mixing, "eV")
show("second-order mixing energy", mixing_second_order, "eV")
show("Delta including d-s mixing", with_s, "eV")
show("S_ds where net interaction vanishes", critical_S_ds)
print(f"other d overlaps: pi {S_pi:.3f}, delta {S_delta:.3f}, two pairs each")
show("repulsion of other d pairs", other_d, "eV")
print(f"London inputs: {polarizability:.3f} nm^3, {london_energy:.1f} eV")
show("undamped London dispersion", dispersion, "eV")
show("partial charge on each copper", charge, "e", 1)
show("bare Coulomb repulsion", coulomb, "eV", 3)
show("equilibrium with bare Coulomb term", coulomb_R, "nm", 5)
show("temperature", temperature, "K", 0)
show("thermal energy", thermal_energy, "eV")
show("classical mean distance", mean_R, "nm", 5)
show("classical thermal spread", spread_R, "nm", 5)
show("copper mass used", copper_mass, "u", 1)
show("vibrational quantum", quantum, "eV")
print("every check passed")
```

It prints:

```
Double well, reduced units
well separation: 4.0
overlap: 0.1466
beta - alpha S: -0.03529
Mulliken estimate of it: -0.04827
Delta from formula: 0.02114
Delta from grid trace: 0.02114
separate shift 4(alpha - free level): -0.03225
Bridged pair, rough model inputs
alpha: -12.0 eV
K: 1.75
reference distance R0: 0.24 nm
S at R0: 0.05
overlap decay length: 0.04 nm
bridge spring constant: 500 eV/nm^2
bridge preferred distance: 0.24 nm
copper metal neighbour distance, rough: 0.26 nm
Bridged pair, results
beta at R0: -1.0500 eV
kappa: 9.00 eV
lower level: -12.4286 eV
upper level: -11.5263 eV
drop of lower level: 0.4286 eV
rise of upper level: 0.4737 eV
Delta at R0: 0.0902 eV
overlap population at R0: -0.01003
Delta at R0 if beta = -0.5 eV: -0.0201 eV
outward force at R0: 4.523 eV/nm
equilibrium distance: 0.24652 nm
S at equilibrium: 0.04248
Delta at equilibrium: 0.0651 eV
outward force at equilibrium: 3.260 eV/nm
bridge strain energy: 0.0106 eV
attractive twin: bridge distance: 0.25304 nm
attractive twin: equilibrium: 0.24652 nm
Neglected effects, at R0 unless stated
s inputs: alpha_s -6.0 eV, S_ss 0.40, S_ds 0.08
d-s mixing energy: -0.0649 eV
second-order mixing energy: -0.0657 eV
Delta including d-s mixing: 0.0253 eV
S_ds where net interaction vanishes: 0.0946
other d overlaps: pi 0.030, delta 0.005, two pairs each
repulsion of other d pairs: 0.0667 eV
London inputs: 0.001 nm^3, 12.0 eV
undamped London dispersion: -0.0471 eV
partial charge on each copper: 0.5 e
bare Coulomb repulsion: 1.500 eV
equilibrium with bare Coulomb term: 0.25526 nm
temperature: 400 K
thermal energy: 0.0345 eV
classical mean distance: 0.24684 nm
classical thermal spread: 0.00718 nm
copper mass used: 63.5 u
vibrational quantum: 0.0296 eV
every check passed
```
